# McWeeny Purification: Two Steps and Quadratic Convergence: a program that tests the result

```python
"""McWeeny purification of a one-spin density matrix P: P' = 3 P^2 - 2 P^3.
Result under test: an eigenvalue x becomes f(x) = 3x^2 - 2x^3, so that
0.9 -> 0.972 -> 0.9977, and small errors shrink quadratically:
  e = 1 - x (distance from full occupation):  e' = 3 e^2 - 2 e^3
  d = x - x^2 (idempotency error):            d' = d^2 (3 + 4 d)
Example: two-orbital bond, H = [[0, -t], [-t, 0]], t in eV, two electrons.
"""
from fractions import Fraction
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import k as boltzmann, e as charge
from scipy.linalg import eigh


def purify(P):
    P2 = P @ P
    return 3 * P2 - 2 * P2 @ P


def f(x):
    return 3 * x**2 - 2 * x**3


def idempotency_error(P):
    return np.linalg.norm(P @ P - P, 2)


# The four endpoint conditions determine the cubic uniquely.
x = sp.symbols("x")
c = sp.symbols("c0:4")
cubic = sum(c[j] * x**j for j in range(4))
slope = sp.diff(cubic, x)
solution = sp.solve([cubic.subs(x, 0), cubic.subs(x, 1) - 1,
                     slope.subs(x, 0), slope.subs(x, 1)], c, dict=True)
assert len(solution) == 1
assert sp.expand(cubic.subs(solution[0]) - f(x)) == 0

# Exact rational iteration, free of rounding.
occupations = [Fraction(9, 10)]
for _ in range(5):
    occupations.append(f(occupations[-1]))
errors = [1 - value for value in occupations]
assert occupations[1] == Fraction(972, 1000)
assert round(float(occupations[2]), 4) == 0.9977
for n in range(5):
    assert errors[n + 1] == 3 * errors[n]**2 - 2 * errors[n]**3
    assert 3 * errors[n + 1] <= (3 * errors[0])**(2**(n + 1))

# Matrix iteration for the bond; eigenvalues come from diagonalization.
t = 2.0
H = np.array([[0.0, -t], [-t, 0.0]])
levels = np.linalg.eigvalsh(H)
ground_energy = 2 * levels[0]
P = np.array([[0.5, 0.4], [0.4, 0.5]])
print(f"bond coupling t = {t:.1f} eV; gap = {levels[1]-levels[0]:.1f} eV")
print(f"exact two-electron energy = {ground_energy:.4f} eV")
for n in range(4):
    low, high = np.linalg.eigvalsh(P)
    energy = 2 * np.trace(P @ H)
    d = idempotency_error(P)
    assert abs(high - float(occupations[n])) < 1e-13
    assert abs(low - float(errors[n])) < 1e-13
    assert abs(energy - ground_energy - 4*t*float(errors[n])) < 1e-12
    print(f"step {n}: occupations {high:.9f}, {low:.9f}; P12 {P[0, 1]:.9f}")
    print(f"  idempotency error d = {d:.6e}; energy = {energy:.6f} eV;"
          f" energy error = {1000*(energy-ground_energy):.4f} meV")
    P = purify(P)
for n, error in enumerate(errors):
    ratio = "" if n == 0 else f"; e/(previous e)^2 = " \
        f"{float(error / errors[n-1]**2):.6f}"
    print(f"exact arithmetic, step {n}: e = {float(error):.6e}{ratio}")
bound = float((3 * errors[0])**4 / 3)
print(f"upper bound on e after two steps = {bound:.6f}")

# Observed order of convergence from diagonalized matrices.
new_errors = []
for small in (1e-2, 1e-3, 1e-4):
    trial = np.array([[0.5, 0.5-small], [0.5-small, 0.5]])
    new_errors.append(idempotency_error(purify(trial)))
    print(f"start e = {small:.0e}: d after one step = {new_errors[-1]:.6e}")
order = np.log10(new_errors[1] / new_errors[2])
assert abs(order - 2) < 2e-3
print(f"observed order, last two starts = {order:.5f}")

# General matrix: error law and limiting projector from diagonalization.
rng = np.random.default_rng(4)
Q = np.linalg.qr(rng.normal(size=(12, 12)))[0]
start = np.r_[np.linspace(-0.3, 0.4, 6), np.linspace(0.6, 1.3, 6)]
G = (Q * start) @ Q.T
D = G - G @ G
G1 = purify(G)
assert np.allclose(G1 - G1 @ G1, D @ D @ (3*np.eye(12) + 4*D), atol=1e-12)
values, vectors = np.linalg.eigh(G)
filled = vectors[:, values > 0.5]
for _ in range(20):
    G = purify(G)
assert np.allclose(G, filled @ filled.T, atol=1e-11)

# Safe intervals, and wrong destinations just outside them.
left, right = (1 - np.sqrt(3)) / 2, (1 + np.sqrt(3)) / 2


def destination(value):
    for _ in range(80):
        value = f(value)
    return value


for value in np.linspace(left + 1e-3, 0.499, 201):
    assert abs(destination(value)) < 1e-12
for value in np.linspace(0.501, right - 1e-3, 201):
    assert abs(destination(value) - 1) < 1e-12
assert abs(destination(-0.37) - 1) < 1e-12
assert abs(destination(1.37)) < 1e-12
print(f"safe interval ends = {left:.6f} and {right:.6f}")
print(f"start -0.37 ends at {destination(-0.37):.1f};"
      f" start 1.37 ends at {abs(destination(1.37)):.1f}")
print(f"overshoot 1.1 becomes {f(1.1):.3f}")

# Averaging old and new values restores a slope and gives linear convergence.
mp.mp.dps = 50
mixed = [mp.mpf(9) / 10]
for _ in range(30):
    mixed.append((mixed[-1] + f(mixed[-1])) / 2)
late_ratio = (1 - mixed[-1]) / (1 - mixed[-2])
assert abs(late_ratio - 0.5) < 1e-6
print(f"averaged update: e after two steps = {float(1-mixed[2]):.6f};"
      f" late error ratio = {float(late_ratio):.6f}")

# Unpaired errors change the trace.
unpaired = np.diag([0.9, 0.2])
trace_after = np.trace(purify(unpaired))
assert abs(trace_after - np.trace(unpaired)) > 0.01
print(f"occupations 0.9 and 0.2: trace {np.trace(unpaired):.3f}"
      f" becomes {trace_after:.3f}")

# Rotated eigenvectors survive purification and leave an energy error.
rotation_degrees = 10.0
angle = np.pi / 4 + np.radians(rotation_degrees)
v = np.array([np.cos(angle), np.sin(angle)])
R = 0.1 * np.eye(2) + 0.8 * np.outer(v, v)
for _ in range(8):
    R = purify(R)
rotated_energy = 2 * np.trace(R @ H)
assert np.allclose(R, np.outer(v, v), atol=1e-13)
assert rotated_energy > ground_energy + 0.01
print(f"vector rotated {rotation_degrees:.0f} degrees: purified energy ="
      f" {rotated_energy:.4f} eV; error = {rotated_energy-ground_energy:.4f} eV")

# Overlapping orbitals: general formula, then the misuse of the simple one.
s = 0.2
S = np.array([[1.0, s], [s, 1.0]])
C = eigh(H, S)[1]
N = C @ np.diag([0.9, 0.1]) @ C.T
N1 = 3 * N @ S @ N - 2 * N @ S @ N @ S @ N
assert np.allclose(np.sort(np.linalg.eigvals(N1 @ S).real), [0.028, 0.972])
correct = np.outer(C[:, 0], C[:, 0])
assert np.allclose(correct @ S @ correct, correct)
count_before = np.trace(correct @ S)
count_after = np.trace(purify(correct) @ S)
assert abs(count_after - count_before) > 0.01
print(f"overlap {s:.1f}, simple formula misused: electrons per spin"
      f" {count_before:.4f} becomes {count_after:.4f}")

# Coupling between bonds: ring with alternating couplings.
bonds, t_between = 8, 1.0
size = 2 * bonds
ring = np.zeros((size, size))
for i in range(size):
    j = (i + 1) % size
    ring[i, j] = ring[j, i] = -t if i % 2 == 0 else -t_between
ring_levels, ring_vectors = np.linalg.eigh(ring)
ring_gap = ring_levels[bonds] - ring_levels[bonds - 1]
projector = ring_vectors[:, :bonds] @ ring_vectors[:, :bonds].T
scale = 0.4 / np.max(np.abs(ring_levels))
P = 0.5 * np.eye(size) - scale * ring
nearest = 0.5 + scale * ring_gap / 2
threshold = 1e-8
steps = 0
while idempotency_error(P) > threshold and steps < 50:
    P = purify(P)
    steps += 1
value, scalar_steps = nearest, 0
while abs(value - value**2) > threshold and scalar_steps < 50:
    value = f(value)
    scalar_steps += 1
assert steps == scalar_steps < 50
assert np.allclose(P, projector, atol=1e-7)
ring_energy = 2 * np.trace(P @ ring) / bonds
assert abs(ring_energy - 2*np.sum(ring_levels[:bonds])/bonds) < 1e-6
print(f"ring: {bonds} bonds; inter-bond coupling = {t_between:.1f} eV;"
      f" gap = {ring_gap:.4f} eV")
print(f"ring energy per bond = {ring_energy:.4f} eV; change from"
      f" isolated bond = {ring_energy-ground_energy:.4f} eV")
print(f"ring start: occupied eigenvalue nearest 1/2 = {nearest:.6f};"
      f" steps to d < {threshold:.0e}: {steps}")

# Thermal occupation of the lowest empty level, chemical potential at mid-gap.
temperature = 300.0
kT = boltzmann * temperature / charge
print(f"temperature = {temperature:.0f} K; kT = {kT:.6f} eV")
for name, gap in (("isolated bond", levels[1] - levels[0]),
                  ("ring", ring_gap), ("rough silicon-like gap", 1.1)):
    thermal = 1 / (np.exp(gap / (2 * kT)) + 1)
    print(f"{name}, gap {gap:.1f} eV: thermal occupation = {thermal:.3e}")

print("success")
```

Output:

```
bond coupling t = 2.0 eV; gap = 4.0 eV
exact two-electron energy = -4.0000 eV
step 0: occupations 0.900000000, 0.100000000; P12 0.400000000
  idempotency error d = 9.000000e-02; energy = -3.200000 eV; energy error = 800.0000 meV
step 1: occupations 0.972000000, 0.028000000; P12 0.472000000
  idempotency error d = 2.721600e-02; energy = -3.776000 eV; energy error = 224.0000 meV
step 2: occupations 0.997691904, 0.002308096; P12 0.497691904
  idempotency error d = 2.302769e-03; energy = -3.981535 eV; energy error = 18.4648 meV
step 3: occupations 0.999984043, 0.000015957; P12 0.499984043
  idempotency error d = 1.595707e-05; energy = -3.999872 eV; energy error = 0.1277 meV
exact arithmetic, step 0: e = 1.000000e-01
exact arithmetic, step 1: e = 2.800000e-02; e/(previous e)^2 = 2.800000
exact arithmetic, step 2: e = 2.308096e-03; e/(previous e)^2 = 2.944000
exact arithmetic, step 3: e = 1.595733e-05; e/(previous e)^2 = 2.995384
exact arithmetic, step 4: e = 7.639010e-10; e/(previous e)^2 = 2.999968
exact arithmetic, step 5: e = 1.750634e-18; e/(previous e)^2 = 3.000000
upper bound on e after two steps = 0.002700
start e = 1e-02: d after one step = 2.979112e-04
start e = 1e-03: d after one step = 2.997991e-06
start e = 1e-04: d after one step = 2.999800e-08
observed order, last two starts = 1.99974
safe interval ends = -0.366025 and 1.366025
start -0.37 ends at 1.0; start 1.37 ends at 0.0
overshoot 1.1 becomes 0.968
averaged update: e after two steps = 0.037882; late error ratio = 0.500000
occupations 0.9 and 0.2: trace 1.100 becomes 1.076
vector rotated 10 degrees: purified energy = -3.7588 eV; error = 0.2412 eV
overlap 0.2, simple formula misused: electrons per spin 1.0000 becomes 1.1111
ring: 8 bonds; inter-bond coupling = 1.0 eV; gap = 2.0000 eV
ring energy per bond = -4.2538 eV; change from isolated bond = -0.2538 eV
ring start: occupied eigenvalue nearest 1/2 = 0.633333; steps to d < 1e-08: 8
temperature = 300 K; kT = 0.025852 eV
isolated bond, gap 4.0 eV: thermal occupation = 2.520e-34
ring, gap 2.0 eV: thermal occupation = 1.588e-17
rough silicon-like gap, gap 1.1 eV: thermal occupation = 5.760e-10
success
```
